# Tracing Transistor Snapback by Pseudo-Arclength Continuation: a numerical check

```python
"""
RESULT UNDER TEST
On a regular solution curve F(x, V) = 0 the voltage-driven Jacobian F_x is
singular exactly where the tangent has no voltage component. Pseudo-arclength
continuation passes these folds; voltage stepping stalls at them.

Device: n-channel transistor with avalanche and parasitic bipolar action.
x = (vd, vb): internal drain and body potentials (V); V: terminal voltage (V).
M: electron multiplication; S: electron current entering the high-field zone.
Balances: (V-vd)/RD = M*S and (M-1)*S = IB + vb/RB.
Currents are in mA, resistances in kOhm, lengths in cm, fields in V/cm.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.special import exp1
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid

np.seterr(all="ignore")
q = const.e
k_eV = const.k / const.e
eps_si = 11.7 * const.epsilon_0 * 1e-2
eps_ox = 3.9 * const.epsilon_0 * 1e-2

# Rough typical silicon and device values
W, L, tox, depth = 50e-4, 1e-4, 15e-7, 0.3e-4
N, ni300, D = 1e17, 1e10, 20.0
mobility, vsat = 400.0, 8e6
Vo0, VT0, gain = 0.6, 0.7, 100.0
RD, RB = 0.020, 3.0
ell, lag = 100e-7, 65e-7
An, Bn = 7.03e5, 1.231e6
phonon_eV, gap_eV = 0.063, 1.12

Cox = eps_ox / tox
Ec = 2 * vsat / mobility
K = W * Cox * vsat * 1e3
area = W * depth
IK = q * area * D * N / L * 1e3
surface_bend = 2 * k_eV * 300 * np.log(N / ni300)
depletion = np.sqrt(2 * eps_si * surface_bend / (q * N))
eta = eps_si / (depletion * Cox)


def make_params(T=300.0, lag_length=lag):
    """Temperature-dependent junction and ionization parameters."""
    ni = ni300 * (T / 300)**1.5 * np.exp(-1.2 / (2 * k_eV) * (1 / T - 1 / 300))
    g = np.tanh(phonon_eV / (2 * k_eV * 300)) / np.tanh(phonon_eV / (2 * k_eV * T))
    return SimpleNamespace(Vt=k_eV * T, X0=(ni / N)**2, A=g * An, B=g * Bn,
                           g=g, r=lag_length / ell)


base = make_params()


def currents(u, p, length=L):
    """Channel, collector and base currents, and saturation voltage."""
    Vo, Vc = Vo0 + eta * u, Ec * length
    Ich = K * Vo**2 / (Vo + Vc)
    Vds = Vo * Vc / (Vo + Vc)
    X = p.X0 * np.expm1(u / p.Vt)
    Ic = IK * (L / length) * 2 * X / (1 + np.sqrt(1 + 4 * X))
    return Ich, Ic, IK * X / gain, Vds


def ionization(drop, p):
    """Ionization integral for an exponential field with heating lag."""
    Em = Ec + drop / ell
    if not Em > 0:
        return np.nan
    return p.A * ell * exp1(p.B * (1 + p.r) / Em)


def residual(y):
    vd, vb, V = y
    Ich, Ic, Ib, Vds = currents(vb, base)
    k = ionization(vd - Vds, base)
    S = Ich + Ic
    return np.array([(V - vd) / RD - np.exp(k) * S,
                     np.expm1(k) * S - Ib - vb / RB])


def jacobian(y):
    """Derivatives with respect to (vd, vb, V)."""
    vd, vb, V = y
    Ich, Ic, Ib, Vds = currents(vb, base)
    S, Vo, Vc = Ich + Ic, Vo0 + eta * vb, Ec * L
    dIch = eta * K * Vo * (Vo + 2 * Vc) / (Vo + Vc)**2
    dVds = eta * Vc**2 / (Vo + Vc)**2
    X = base.X0 * np.expm1(vb / base.Vt)
    dX = base.X0 * np.exp(vb / base.Vt) / base.Vt
    dS = dIch + IK * dX / np.sqrt(1 + 4 * X)
    dIb = IK * dX / gain
    drop = vd - Vds
    Em = Ec + drop / ell
    M = np.exp(ionization(drop, base))
    Md = M * base.A * np.exp(-base.B * (1 + base.r) / Em) / Em
    Mb = -Md * dVds
    return np.array([[-1 / RD - Md * S, -Mb * S - M * dS, 1 / RD],
                     [Md * S, Mb * S + (M - 1) * dS - dIb - 1 / RB, 0.0]])


def voltage_newton(x, V):
    """Plain Newton iteration at fixed terminal voltage."""
    x = np.array(x, float)
    for _ in range(40):
        y = np.append(x, V)
        F, J = residual(y), jacobian(y)
        if not (np.all(np.isfinite(F)) and np.all(np.isfinite(J))):
            return None
        if np.max(abs(F)) < 1e-10:
            return x
        try:
            x = x + np.linalg.solve(J[:, :2], -F)
        except np.linalg.LinAlgError:
            return None
    return None


# Pseudo-arclength continuation in scaled variables
scale = np.array([1.0, 0.1, 1.0])


def tangent(z, previous):
    B = np.vstack([jacobian(z * scale) * scale, previous])
    t = np.linalg.solve(B, [0.0, 0.0, 1.0])
    return t / np.linalg.norm(t)


def corrector(z0, t, ds):
    z, history = z0 + ds * t, []
    for _ in range(12):
        F = np.append(residual(z * scale), t @ (z - z0) - ds)
        if not np.all(np.isfinite(F)):
            return None, history
        history.append(np.max(abs(F)))
        if history[-1] < 1e-10:
            return z, history
        B = np.vstack([jacobian(z * scale) * scale, t])
        z = z - np.linalg.solve(B, F)
    return None, history


def trace(V_start):
    x = voltage_newton([V_start - 0.02, 0.0], V_start)
    assert x is not None
    z = np.append(x, V_start) / scale
    t = tangent(z, np.array([0.0, 0.0, 1.0]))
    path, tangents, folds, crossings = [z * scale], [t], [], []
    ds, most = 0.05, 0
    for _ in range(3000):
        new, history = corrector(z, t, ds)
        tn = None if new is None else tangent(new, t)
        if new is None or tn @ t < 0.9:
            ds /= 2
            assert ds > 1e-8
            continue
        if t[2] * tn[2] < 0:
            def slope(s):
                return tangent(corrector(z, t, s)[0], t)[2]
            s = brentq(slope, 0.0, ds, xtol=1e-12)
            folds.append(corrector(z, t, s)[0] * scale)
            crossings.append((z * scale, t.copy(), ds, new * scale, history))
        most = max(most, len(history) - 1)
        z, t = new, tn
        path.append(z * scale)
        tangents.append(t)
        if len(folds) == 2 and path[-1][2] > folds[0][2] + 0.2:
            return np.array(path), np.array(tangents), folds, crossings, most
        if len(history) <= 4:
            ds = min(1.3 * ds, 0.2)
    raise AssertionError("curve was not completed")


# Independent road: choose vb, find the required multiplication, then V
def fraction_from_field(x, E, p):
    """1 - 1/M with electron and hole ionization for electron injection."""
    an = p.A * np.exp(-p.B / E)
    Ah = np.where(E < 4e5, 1.582e6, 6.71e5)
    Bh = np.where(E < 4e5, 2.036e6, 1.693e6)
    ap = p.g * Ah * np.exp(-p.g * Bh / E)
    return trapezoid(an * np.exp(-cumulative_trapezoid(an - ap, x, initial=0)), x)


def reference(u, p=base, holes=False, shorten=False):
    """Point of the curve at body potential u: (vd, vb, V), current."""
    def state(drop):
        length = L - (ell * np.log(1 + drop / (ell * Ec)) if shorten else 0.0)
        return currents(u, p, length)

    def mismatch(drop):
        Ich, Ic, Ib, _ = state(drop)
        h = Ib + u / RB
        if holes:
            E = np.geomspace(Ec, Ec + drop / ell, 500)
            f = fraction_from_field(ell * np.log(E / Ec), E / (1 + p.r), p)
        else:
            f = -np.expm1(-ionization(drop, p))
        return f - h / (h + Ich + Ic)
    drop = brentq(mismatch, 0.01, 30.0, xtol=1e-13)
    Ich, Ic, Ib, Vds = state(drop)
    I = Ich + Ic + Ib + u / RB
    vd = drop + Vds
    return np.array([vd, u, vd + RD * I]), I


def reference_folds(p=base, **options):
    def V(u):
        return reference(u, p, **options)[0][2]
    u = np.linspace(0.3, 1.05, 151)
    change = np.diff([V(a) for a in u])
    i = int(np.argmax(change < 0))
    j = i + int(np.argmax(change[i:] > 0))
    assert i > 0 and j > i
    top = minimize_scalar(lambda a: -V(a), bounds=(u[i-1], u[i+1]),
                          method="bounded", options={"xatol": 1e-9})
    low = minimize_scalar(V, bounds=(u[j-1], u[j+1]),
                          method="bounded", options={"xatol": 1e-9})
    return (top.x, -top.fun), (low.x, low.fun)


# Tests of the device relations
Vo = Vo0 + eta * 0.4
triode = lambda v: W * Cox * mobility * 1e3 * (Vo - v / 2) * v / (L + v / Ec)
match = brentq(lambda v: triode(v) - K * (Vo - v), 0.0, Vo)
assert abs(match - currents(0.4, base)[3]) < 1e-10
assert abs(triode(match) - currents(0.4, base)[0]) < 1e-10
u_test = 0.85
product = ni300**2 * np.expm1(u_test / base.Vt)
n_edge = brentq(lambda n: n * (n + N) - product, 0.0, 1e20, xtol=1e3)
assert abs(q * area * D * n_edge / L * 1e3 / currents(u_test, base)[1] - 1) < 1e-8


def field_ode(x, s):
    E = Ec * np.exp(x / ell)
    a = An * np.exp(-Bn / s[0])
    return [(E - s[0]) / lag, a, E, a * s[3]]


drop_test = 6.5
x_end = ell * np.log(1 + drop_test / (ell * Ec))
ode = solve_ivp(field_ode, (0, x_end), [Ec, 0, 0, 1], method="LSODA",
                rtol=1e-9, atol=1e-12, max_step=x_end / 100).y[:, -1]
assert abs(ode[1] / ionization(drop_test, base) - 1) < 0.01  # entry transient
assert abs(ode[2] - Ec * ell * np.expm1(x_end / ell)) < 1e-6
assert abs(ode[2] - drop_test) < 1e-6
assert abs(ode[3] / np.exp(ionization(drop_test, base)) - 1) < 0.003

# Continuation against the independent curve
path, tangents, folds, crossings, most_iterations = trace(3.0)
ref_folds = reference_folds()
for y in path:
    assert abs(reference(y[1])[0][2] - y[2]) < 1e-6
for y, (u, V) in zip(folds, ref_folds):
    assert abs(y[2] - V) < 1e-7 and abs(y[1] - u) < 1e-4
I_path = (path[:, 2] - path[:, 0]) / RD
assert np.all(np.diff(I_path) > 0)

# Jacobian, determinant identity and rank at the folds
for u in (0.5, 0.82, 0.96):
    y = reference(u)[0]
    h = 1e-6
    numeric = np.column_stack([(residual(y + h * e) - residual(y - h * e))
                               / (2 * h) for e in np.eye(3)])
    assert np.allclose(numeric, jacobian(y), rtol=2e-6, atol=2e-6)
    t = reference(u + 1e-5)[0] - reference(u - 1e-5)[0]
    t /= np.linalg.norm(t)
    J = jacobian(y)
    ratio = np.linalg.det(J[:, :2]) / np.linalg.det(np.vstack([J, t]))
    assert abs(ratio - t[2]) < 1e-5
fold_singular = []
for y, c in zip(folds, crossings):
    J = jacobian(y)
    t = tangent(y / scale, c[1]) * scale
    t /= np.linalg.norm(t)
    smallest = [np.linalg.svd(m, compute_uv=False)[-1] for m in
                (J[:, :2], J, np.vstack([J, t]),
                 np.vstack([J, [-1 / RD, 0, 1 / RD]]))]
    assert smallest[0] < 1e-5 and min(smallest[1:]) > 1e-2
    assert np.max(abs(J[:, :2] @ t[:2])) < 1e-5
    fold_singular.append(smallest)

# Sign of the determinant and growth with equal node capacitances
for y, t in zip(path, tangents):
    Fx = jacobian(y)[:, :2]
    assert (np.linalg.det(Fx) < 0) == (t[2] < 0)
    assert (np.max(np.linalg.eigvals(Fx).real) > 0) == (t[2] < 0)


def voltage_sweep(x, V, step):
    """Voltage stepping with halving; jumps to another branch are refused."""
    while abs(step) > 1e-7:
        new = voltage_newton(x, V + step)
        if new is None or abs(new[1] - x[1]) > 0.05:
            step /= 2
        else:
            x, V = new, V + step
    return x, V


up_x, up_V = voltage_sweep(path[0][:2], path[0][2], 0.05)
down_x, down_V = voltage_sweep(path[-1][:2], path[-1][2], -0.05)
assert abs(up_V - folds[0][2]) < 2e-6
assert abs(down_V - folds[1][2]) < 2e-6
beyond = voltage_newton(up_x, up_V + 0.05)

# Square-root loss of the smallest singular value
gaps, sigma = [1e-2, 1e-4, 1e-6], []
ut, Vtrig = ref_folds[0]
for gap in gaps:
    u = brentq(lambda a: reference(a)[0][2] - Vtrig + gap, ut - 0.2, ut,
               xtol=1e-13)
    J = jacobian(reference(u)[0])[:, :2]
    sigma.append(np.linalg.svd(J, compute_uv=False)[-1])
exponent = np.log(sigma[1] / sigma[2]) / np.log(gaps[1] / gaps[2])
assert abs(exponent - 0.5) < 0.03

# Size of neglected effects
variants = [("no heating lag", reference_folds(make_params(lag_length=0.0))),
            ("hole ionization", reference_folds(holes=True)),
            ("shortened channel/base", reference_folds(shorten=True)),
            ("350 K", reference_folds(make_params(350.0)))]
trigger, hold = folds
I_trigger, I_hold = [(y[2] - y[0]) / RD for y in folds]
Em = [Ec + (y[0] - currents(y[1], base)[3]) / ell for y in folds]
heat_len = depth
shape = 2 * (W * np.arcsinh(heat_len / W) + heat_len * np.arcsinh(W / heat_len))
heating = [y[2] * I * 1e-3 * shape / (2 * np.pi * 1.4 * W * heat_len)
           for y, I in zip(folds, (I_trigger, I_hold))]
mobile = I_hold * 1e-3 / (q * area * vsat)
n_hold = N * currents(hold[1], base)[1] / IK


def junction_excess(E_peak):
    width = eps_si * E_peak / (q * N)
    s = np.linspace(1e-3, 1.0, 3000)
    return fraction_from_field(s * width, s * E_peak, base) - 1


E_break = brentq(junction_excess, 2e5, 2e6)
built_in = base.Vt * np.log(N * 1e20 / ni300**2)
V_break = eps_si * E_break**2 / (2 * q * N) - built_in
band_rate = 3.5e21 * Em[0]**2 / np.sqrt(gap_eV) * np.exp(
    -22.5e6 * gap_eV**1.5 / Em[0])
I_band = q * band_rate * area * ell * 1e3
E_ox = (trigger[2] - VT0 - Vo0) / tox
phi, m_ox = 3.1 * q, 0.42 * const.m_e
FN_A = q**3 * const.m_e / (8 * np.pi * const.h * phi * m_ox)
FN_B = 8 * np.pi * np.sqrt(2 * m_ox) * phi**1.5 / (3 * q * const.h)
I_ox = FN_A * (E_ox * 100)**2 * np.exp(-FN_B / (E_ox * 100)) * area * 1e-4 * 1e3

print(f"W {W*1e4:.0f} um, L {L*1e4:.1f} um, oxide {tox*1e7:.0f} nm, "
      f"junction depth {depth*1e4:.1f} um")
print(f"N {N:.1e} cm^-3, ni {ni300:.1e} cm^-3, D {D:.0f} cm2/s, T 300 K")
print(f"mobility {mobility:.0f} cm2/Vs, vsat {vsat:.1e} cm/s, "
      f"Ec {Ec*1e-6:.3f} MV/cm")
print(f"overdrive {Vo0:.2f} V, threshold {VT0:.2f} V, gain {gain:.0f}")
print(f"RD {RD*1e3:.0f} Ohm, RB {RB:.1f} kOhm, l {ell*1e7:.0f} nm, "
      f"lag {lag*1e7:.0f} nm")
print(f"ionization A {An:.3e} /cm, B {Bn*1e-6:.3f} MV/cm")
print(f"eta {eta:.4f}, K {K:.4f} mA/V, IK {IK:.4f} mA, VT {base.Vt:.5f} V")
print(f"integral at {drop_test} V drop: formula "
      f"{ionization(drop_test, base):.5f}, ODE {ode[1]:.5f}")
for name, y, I, E in zip(("trigger", "holding"), folds,
                         (I_trigger, I_hold), Em):
    Ich, Ic, Ib, Vds = currents(y[1], base)
    M = np.exp(ionization(y[0] - Vds, base))
    print(f"{name}: V {y[2]:.6f} V, I {I:.4f} mA")
    print(f"  vd {y[0]:.5f} V, vb {y[1]:.5f} V, Vdsat {Vds:.4f} V")
    print(f"  Ich {Ich:.4f}, IC {Ic:.4f}, IB {Ib:.4f} mA")
    print(f"  M {M:.5f}, peak field {E*1e-6:.4f} MV/cm")
print(f"snapback depth {trigger[2]-hold[2]:.4f} V")
print("fold V, independent road: "
      f"{ref_folds[0][1]:.6f} V, {ref_folds[1][1]:.6f} V")
print(f"continuation points {len(path)}, most corrections {most_iterations}")
print("curve samples: V (V), I (mA), vb (V), det Fx (mA2/V2)")
for i in np.linspace(0, len(path) - 1, 9).astype(int):
    y = path[i]
    print(f"  {y[2]:.4f}, {I_path[i]:.4f}, {y[1]:.5f}, "
          f"{np.linalg.det(jacobian(y)[:, :2]):.3f}")
old, t, ds, new, history = crossings[0]
print(f"step over trigger: ds {ds:.5f} (scaled), "
      f"vb scale {scale[1]:.1f} V")
print("  old vd,vb,V (V): " + ", ".join(f"{a:.5f}" for a in old))
print("  scaled tangent: " + ", ".join(f"{a:.5f}" for a in t))
print("  new vd,vb,V (V): " + ", ".join(f"{a:.5f}" for a in new))
print("  max residual (mixed): " + ", ".join(f"{a:.1e}" for a in history))
for name, s in zip(("trigger", "holding"), fold_singular):
    print(f"{name} min singular values: Fx {s[0]:.1e} mA/V, "
          f"bordered {s[2]:.4f}, current drive {s[3]:.4f}")
print(f"voltage sweep stalls: up {up_V:.6f} V, down {down_V:.6f} V")
print("Newton 0.05 V past trigger: " + ("no convergence" if beyond is None
      else f"jumps to vb {beyond[1]:.5f} V"))
for gap, s in zip(gaps, sigma):
    print(f"  {gap:.0e} V below trigger: min singular value {s:.6f} mA/V")
print(f"singular-value exponent {exponent:.4f}")
for name, ((_, a), (_, b)) in variants:
    print(f"{name}: trigger {a:.3f} V, holding {b:.3f} V")
print(f"self-heating: trigger {heating[0]:.2f} K, holding {heating[1]:.2f} K")
print(f"holding: drain mobile charge/doping {mobile/N:.3f}, "
      f"source-edge n/Nc {n_hold/2.8e19:.4f}")
print(f"plane-junction breakdown {V_break:.2f} V")
print(f"band tunnelling bound at trigger {I_band:.1e} mA")
print(f"oxide field {E_ox*1e-6:.2f} MV/cm, tunnel current {I_ox:.1e} mA")
print("all tests passed")
```

Printed output:

```
W 50 um, L 1.0 um, oxide 15 nm, junction depth 0.3 um
N 1.0e+17 cm^-3, ni 1.0e+10 cm^-3, D 20 cm2/s, T 300 K
mobility 400 cm2/Vs, vsat 8.0e+06 cm/s, Ec 0.040 MV/cm
overdrive 0.60 V, threshold 0.70 V, gain 100
RD 20 Ohm, RB 3.0 kOhm, l 100 nm, lag 65 nm
ionization A 7.030e+05 /cm, B 1.231 MV/cm
eta 0.4335, K 9.2084 mA/V, IK 0.4807 mA, VT 0.02585 V
integral at 6.5 V drop: formula 0.09855, ODE 0.09897
trigger: V 8.055007 V, I 1.9068 mA
  vd 8.01687 V, vb 0.76460 V, Vdsat 0.7555 V
  Ich 1.6200, IC 0.0315, IB 0.0003 mA
  M 1.15452, peak field 0.7661 MV/cm
holding: V 7.429987 V, I 4.2953 mA
  vd 7.34408 V, vb 0.91389 V, Vdsat 0.7975 V
  Ich 1.8289, IC 2.0534, IB 0.1083 mA
  M 1.10635, peak field 0.6947 MV/cm
snapback depth 0.6250 V
fold V, independent road: 8.055007 V, 7.429987 V
continuation points 82, most corrections 3
curve samples: V (V), I (mA), vb (V), det Fx (mA2/V2)
  3.0000, 0.7227, 0.00158, 16.657
  4.0128, 0.7382, 0.01337, 16.493
  5.3602, 0.8158, 0.07173, 15.525
  6.4737, 0.9839, 0.19347, 13.622
  7.2437, 1.2278, 0.36070, 11.459
  7.7387, 1.5179, 0.54796, 9.556
  8.0465, 1.8528, 0.74310, 4.342
  7.4503, 3.7916, 0.90257, -35.222
  8.2802, 10.0243, 0.97188, 1054.324
step over trigger: ds 0.20000 (scaled), vb scale 0.1 V
  old vd,vb,V (V): 8.01691, 0.76308, 8.05496
  scaled tangent: 0.00100, 0.99998, 0.00660
  new vd,vb,V (V): 8.00683, 0.78309, 8.04619
  max residual (mixed): 1.1e-02, 1.9e-06, 3.8e-12
trigger min singular values: Fx 9.8e-16 mA/V, bordered 0.0873, current drive 0.0870
holding min singular values: Fx 5.6e-15 mA/V, bordered 0.1900, current drive 0.1643
voltage sweep stalls: up 8.055007 V, down 7.429987 V
Newton 0.05 V past trigger: no convergence
  1e-02 V below trigger: min singular value 0.091875 mA/V
  1e-04 V below trigger: min singular value 0.011332 mA/V
  1e-06 V below trigger: min singular value 0.001155 mA/V
singular-value exponent 0.4959
no heating lag: trigger 5.037 V, holding 4.693 V
hole ionization: trigger 8.022 V, holding 7.414 V
shortened channel/base: trigger 7.488 V, holding 6.913 V
350 K: trigger 8.343 V, holding 7.744 V
self-heating: trigger 4.76 K, holding 9.88 K
holding: drain mobile charge/doping 0.223, source-edge n/Nc 0.0153
plane-junction breakdown 14.71 V
band tunnelling bound at trigger 3.6e-10 mA
oxide field 4.50 MV/cm, tunnel current 1.8e-20 mA
all tests passed
```
